# Critical Diameter for a Metastable Hafnia Phase in Spherical Grains

## Result

At equal density, a small enough spherical grain has a lower free energy in a phase that is only metastable in a large crystal, if that phase has the cheaper surface. Call the bulk-stable phase S and the metastable phase M. For equal volumes per formula unit, M has the lower total free energy when

$$
d<d^*=\frac{6\,\Delta\gamma}{\Delta g},\qquad 
\Delta\gamma=\gamma_S-\gamma_M>0,\qquad 
\Delta g=g_M-g_S>0 .
$$

Here $d$ is the grain diameter, $\gamma$ the surface free energy per area, and $g$ the bulk Gibbs free energy per volume at the given temperature and pressure. The two differences are taken in opposite orders so that both are positive: $\Delta\gamma$ is what M saves at the surface, $\Delta g$ what it costs in the interior.

In hafnia, S is the monoclinic phase at ordinary conditions, and M may be the tetragonal phase or the polar orthorhombic phase that makes the material ferroelectric. That these phases have the cheaper surface is an assumption here, not something shown; in real films dopants, oxygen vacancies, strain and kinetics also affect which phase appears. If the two phases differ in density, the formula needs the correction derived in stage 4.

## Stage 1: the interior alone

Take a grain of volume $V$ that is entirely in one phase, and ignore its surface. Its free energy is $g_SV$ or $g_MV$, and the difference is

$$
G_M-G_S=V\,\Delta g .
$$

This is positive for every $V$. Making the grain smaller reduces the penalty but never changes its sign, so a size-dependent choice of phase needs a term that does not scale with volume.

The surface supplies one. Atoms there have a different environment from those inside, and the resulting excess free energy is proportional to the area $A$:

$$
G_i=g_iV+\gamma_iA,\qquad i=S,M .
$$

Three assumptions enter. The value of $\gamma_i$ does not depend on grain size; it is an average over the directions that the surface presents; and energies of edges and elastic strain are left out.

With the same $V$ and $A$ in both phases, subtraction gives

$$
\Delta G\equiv G_M-G_S=V\,\Delta g-A\,\Delta\gamma .
$$

The minus sign appears because $\gamma_M-\gamma_S=-\Delta\gamma$. Phase M wins when $\Delta G<0$, that is, when

$$
\frac{A}{V}>\frac{\Delta g}{\Delta\gamma}.
$$

This holds for any shape, as long as both phases share it. As a limit, let the grain grow without changing shape: $A/V$ tends to zero, the condition fails, and the bulk-stable phase is recovered.

## Stage 2: the sphere

For a sphere of diameter $d$,

$$
V=\frac{4\pi}{3}\left(\frac d2\right)^3=\frac{\pi d^3}{6},\qquad 
A=4\pi\left(\frac d2\right)^2=\pi d^2,\qquad 
\frac AV=\frac6d .
$$

This ratio is the origin of the six. Written with the radius it would be a three, so the factor belongs to the diameter. Inserting $V$ and $A$ and taking out a common factor,

$$
\Delta G=\frac{\pi}{6}d^3\Delta g-\pi d^2\Delta\gamma
=\frac{\pi}{6}d^2\Delta g\left(d-\frac{6\Delta\gamma}{\Delta g}\right)
=\frac{\pi}{6}d^2\Delta g\,(d-d^*).
$$

The factor in front of the bracket is positive for $d>0$. The sign of $\Delta G$ is therefore the sign of $d-d^*$, which proves the result.

Three limits check the formula:

- If $\Delta\gamma\to0$, then $d^*\to0$. With no surface advantage, M does not win at any size. For $\Delta\gamma<0$ both terms of $\Delta G$ are positive and the conclusion is the same.
- If $\Delta g\to0^+$, then $d^*\to\infty$. This happens on approaching a temperature at which the two bulk phases coexist. Even a weak surface advantage then decides the phase of large grains.
- If the sphere is replaced by a cube of edge $a$, then $A/V=6a^2/a^3=6/a$, so for the same $\Delta\gamma$ the critical edge is also $6\Delta\gamma/\Delta g$. A cube with this edge has more volume than a sphere with this diameter, by the factor $6/\pi$. At equal volume the cube has more surface, which helps M if $\Delta\gamma$ is the same for both shapes. When the surface energy depends on direction, it need not be: in the lattice model of stage 5 the faces of a cube aligned with the lattice axes have only two thirds of the average $\Delta\gamma$ of a sphere. Its area is larger by $(6/\pi)^{1/3}=1.24$, so this cube is less favourable to M. A cube in another orientation has higher-energy faces and can be more favourable than the sphere.

### Numbers for a model grain

The following are round model parameters, not measured or computed properties of hafnia: a bulk penalty $\Delta\mu=40$ meV per formula unit, a volume $v=35$ Å$^3$ per formula unit, $\gamma_S=1.50$ J/m$^2$ and $\gamma_M=1.20$ J/m$^2$. The penalty per volume is

$$
\Delta g=\frac{\Delta\mu}{v}
=\frac{0.040\times1.602\times10^{-19}\ \text{J}}{35\times10^{-30}\ \text{m}^3}
=183.1\ \text{MJ/m}^3 ,
$$

and with $\Delta\gamma=1.50-1.20=0.30$ J/m$^2$,

$$
d^*=\frac{6\times0.30\ \text{J/m}^2}{183.1\times10^6\ \text{J/m}^3}
=9.83\times10^{-9}\ \text{m}=9.83\ \text{nm}.
$$

A root search on the total free energies of the two grains gives the same diameter.

The result is sensitive to the surface energies because it contains their difference. Raising $\gamma_S$ by 1 %, or 0.015 J/m$^2$, raises $\Delta\gamma$ from 0.30 to 0.315 J/m$^2$, and so raises $d^*$ by 5 %. A 1 % change in $\Delta g$ moves $d^*$ by only about 1 %. These figures are for an error in one value at a time. If both surface energies are 1 % too high, $d^*$ is also only 1 % too high, and an equal absolute error in both cancels. A reliable critical size therefore needs an accurate difference $\Delta\gamma$, not merely two reasonable separate values.

## Stage 3: advantage per formula unit and per grain

The grain contains $N=V/v=\pi d^3/(6v)$ formula units. Dividing $\Delta G$ by $N$ and using $v\Delta g=\Delta\mu$,

$$
\frac{\Delta G}{N}
=\frac{6v}{\pi d^3}\,\frac{\pi}{6}d^2\Delta g\,(d-d^*)
=\Delta\mu\left(1-\frac{d^*}{d}\right).
$$

The first term is the bulk penalty and the second the surface gain. The derivative with respect to $d$ is $\Delta\mu\,d^*/d^2>0$, so the difference rises steadily with size and crosses zero once. For $d\to\infty$ it tends to $\Delta\mu$, the bulk value, as it must.

For the model grain the parts are, in meV per formula unit:

| diameter | bulk | surface | sum |
|---|---:|---:|---:|
| 5 nm | 40.0 | −78.6 | −38.6 |
| 10 nm | 40.0 | −39.3 | 0.7 |
| 20 nm | 40.0 | −19.7 | 20.3 |

Each doubling of the diameter halves the surface part, while the bulk part stays fixed. At 10 nm the two nearly cancel, because this size lies just above $d^*$.

The difference for the whole grain behaves differently. It vanishes at $d=0$, where there is no material, and again at $d^*$. Between these points it is negative, so it has a minimum. Differentiating,

$$
\frac{d(\Delta G)}{dd}
=\frac{\pi}{2}d^2\Delta g-2\pi d\,\Delta\gamma
=\frac{\pi}{2}d\,\Delta g\left(d-\frac{4\Delta\gamma}{\Delta g}\right).
$$

The derivative is negative below $4\Delta\gamma/\Delta g$ and positive above it. The minimum is therefore at

$$
d_{\min}=\frac{4\Delta\gamma}{\Delta g}=\frac23d^* .
$$

Substituting this diameter into both terms of $\Delta G$,

$$
\Delta G_{\min}
=\frac{\pi}{6}\,\frac{64\,\Delta\gamma^3}{\Delta g^2}
-\pi\,\frac{16\,\Delta\gamma^3}{\Delta g^2}
=\left(\frac{32\pi}{3}-\frac{48\pi}{3}\right)\frac{\Delta\gamma^3}{\Delta g^2}
=-\frac{16\pi}{3}\,\frac{\Delta\gamma^3}{\Delta g^2}.
$$

For the model grain, $d_{\min}=6.55$ nm and $\Delta G_{\min}=-84.2$ eV, shared among 4211 formula units. That is $-20.0$ meV per unit, or $-\Delta\mu/2$, in agreement with $1-d^*/d_{\min}=1-3/2=-1/2$. A 5 nm grain has a larger advantage per unit, but fewer units to share in it.

These totals show how sharp the crossover is. Close to $d^*$ the factor $d^2$ may be replaced by $d^{*2}$, so

$$
\Delta G\approx\frac{\pi}{6}d^{*2}\Delta g\,(d-d^*)
=\frac{N^*\Delta\mu}{d^*}\,(d-d^*),
$$

where $N^*=14212$ is the number of formula units at $d^*$. The slope is $14212\times0.040\ \text{eV}/9.83\ \text{nm}\approx58$ eV/nm. A diameter only 0.1 nm away from $d^*$ already gives a difference of about 6 eV, whereas the thermal energy $k_BT$ at room temperature is roughly 0.03 eV. Within this model, thermal fluctuations of a whole grain between the phases do not noticeably blur the crossover. A gradual change of phase content with average grain size would need another source, such as a spread of grain sizes or grains that contain both phases. The comparison here covers only single-phase grains. Let the interface between the phases cost $\sigma_{SM}$ per area. Turning a core of diameter $d_c$ of an M grain into S changes the energy by $-\tfrac{\pi}{6}d_c^3\Delta g+\pi d_c^2\sigma_{SM}$, which is negative for $d_c>6\sigma_{SM}/\Delta g$. If $\sigma_{SM}<\Delta\gamma$ this lies below $d^*$; for $\sigma_{SM}=0.1$ J/m$^2$ it is 3.3 nm. A thin shell of M around a core of S can then be lower than both single-phase grains over a range of sizes on both sides of $d^*$, and $d^*$ no longer marks the equilibrium boundary.

## Stage 4: phases of different density

When a grain changes phase it keeps its atoms, not its volume. The comparison must therefore be made at equal $N$. Let

$$
\rho=\frac{v_M}{v_S}
$$

be the ratio of volumes per formula unit, so that $\rho<1$ means that M is denser. Let $d$ be the diameter that the grain has in phase S, and define the penalty per volume of S as $\Delta g=\Delta\mu/v_S$.

This definition matters. One might instead subtract two densities, each referred to its own phase, $\mu_M/v_M-\mu_S/v_S$. Adding the same constant $c$ to both $\mu_M$ and $\mu_S$, which is a mere change of energy zero, would alter that difference by $c(1/v_M-1/v_S)$. It has no physical meaning unless $v_M=v_S$. The difference $\Delta\mu$ at equal numbers of atoms is free of this fault.

In phase M the same grain has volume $\rho\,\pi d^3/6$. Its diameter is therefore $\rho^{1/3}d$ and its area $\rho^{2/3}\pi d^2$. With $N=\pi d^3/(6v_S)$,

$$
\Delta G=N\Delta\mu+\gamma_M\rho^{2/3}\pi d^2-\gamma_S\pi d^2
=\frac{\pi}{6}d^3\Delta g-\pi d^2\left(\gamma_S-\gamma_M\rho^{2/3}\right).
$$

This has the same form as in stage 2, with $\Delta\gamma$ replaced by the bracket. If the bracket is positive, the crossover is at

$$
d^*_\rho=\frac{6\left(\gamma_S-\gamma_M\rho^{2/3}\right)}{\Delta g}.
$$

For $\rho=1$ the earlier result returns. A second limit is $\gamma_S=\gamma_M=\gamma$, which gives $d^*_\rho=6\gamma(1-\rho^{2/3})/\Delta g$. This is positive for $\rho<1$: a denser phase can win in small grains without a lower surface energy per area, because it needs less area. The statement that M never wins for $\Delta\gamma\le0$ thus holds for $\rho\ge1$, but can fail when M is the denser phase.

For a small density change write $\rho=1-\delta$. Then $\rho^{2/3}\approx1-\tfrac23\delta$, and

$$
\gamma_S-\gamma_M\rho^{2/3}\approx\Delta\gamma+\frac23\gamma_M\delta,
\qquad
d^*_\rho\approx d^*\left(1+\frac23\,\frac{\gamma_M}{\Delta\gamma}\,\delta\right).
$$

The relative change in area, $\tfrac23\delta$, is multiplied by $\gamma_M/\Delta\gamma$. This factor is large when the two surface energies are close, because a small change in the area of M is then compared with a small difference between the phases.

In hafnia the monoclinic phase is the less dense one, by a few percent, so the correction favours the metastable phases. Taking $\rho=0.96$ as a model value and keeping the other parameters, with 35 Å$^3$ now the volume per formula unit in S, the area ratio is $\rho^{2/3}=0.9732$ and

$$
\gamma_S-\gamma_M\rho^{2/3}=1.50-1.20\times0.9732=0.332\ \text{J/m}^2,
\qquad d^*_\rho=10.89\ \text{nm}.
$$

The linear estimate is $9.83\ \text{nm}\times(1+\tfrac23\times4\times0.04)=10.88$ nm. A 4 % change in volume per formula unit has moved the critical diameter by 10.7 % relative to the equal-density value. The simple formula still gives the right size here, but not to within a few percent.

## Stage 5: a surface made of atoms

The derivation treats the grain as a smooth sphere with a single surface energy. A real surface consists of atoms, and its energy depends on direction. A lattice model in which every bond can be counted shows what the continuum formula requires.

Place atoms on a simple cubic lattice of spacing $a$. Give each atom a site energy $s$ and each nearest-neighbour bond an energy $-\varepsilon$. An interior atom has six bonds, each shared by two atoms, so the bulk energy per atom is $s-3\varepsilon$.

Now cut the crystal along a plane with unit normal $\mathbf n=(n_x,n_y,n_z)$. The bonds along $x$ form lines with one line per area $a^2$ perpendicular to $x$. A unit area of the cut has projected area $|n_x|$ in that direction, so it severs $|n_x|/a^2$ of these bonds. The other two directions follow in the same way. Each severed bond costs $\varepsilon$, and the cut creates two surfaces, so each surface carries half:

$$
\gamma(\mathbf n)=\frac{\varepsilon}{2a^2}\left(|n_x|+|n_y|+|n_z|\right).
$$

On a sphere all directions occur equally. With $u=|n_z|=|\cos\theta|$, the element of solid angle is uniform in $u$ between 0 and 1, so the average of $|n_z|$ is $\int_0^1u\,du=\tfrac12$. By symmetry the other two averages are also $\tfrac12$, and

$$
\bar\gamma=\frac{\varepsilon}{2a^2}\cdot\frac32=\frac{3\varepsilon}{4a^2}.
$$

This average is the $\gamma$ that belongs in the formula for a sphere.

The model also shows how good the continuum approximation is. An atom lacks its neighbour in the $+x$ direction if it lies inside the sphere while the point shifted by $a$ lies outside. The region of such atoms is the sphere of radius $R$ minus its overlap with a copy displaced by $a$. The overlap consists of two equal caps:

$$
V_{\text{ov}}=2\int_{a/2}^{R}\pi(R^2-x^2)\,dx
=\frac{4\pi R^3}{3}-\pi R^2a+\frac{\pi a^3}{12}.
$$

If the sphere's centre is averaged uniformly over a lattice cell, the mean number of atoms in a region is its volume divided by $a^3$. The mean number of missing neighbours in one direction is therefore $\pi R^2/a^2-\pi/12$. There are six directions, and each missing neighbour costs $\varepsilon/2$:

$$
E_{\text{surf}}=3\varepsilon\left(\frac{\pi R^2}{a^2}-\frac{\pi}{12}\right)
=4\pi R^2\bar\gamma\left(1-\frac{a^2}{12R^2}\right).
$$

The leading term is the continuum surface energy. For $R=10a$ the correction is $1/1200$ of it, or about 0.08 %. This refers to the average over centres. A single grain of this size deviates from the continuum value by typically 0.4 % and by up to about 1 %, depending on where its centre lies in the cell.

For a numerical case take bond energies of 2.00 eV in S and 1.60 eV in M, and site energies of 0.00 and −1.11 eV. The bulk penalty per atom is

$$
(-1.11-3\times1.60)-(0.00-3\times2.00)=0.090\ \text{eV},
$$

and the surface advantage is $\tfrac34(2.00-1.60)=0.300$ eV per $a^2$. Since one atom occupies $a^3$, the continuum formula predicts $d^*=6\times0.300/0.090=20.00$ lattice spacings. Explicit counting of atoms and bonds, averaged over 60 sphere centres and interpolated between neighbouring diameters, gives 19.99. The test allowed a deviation of 2 % for the finite number of centres and the interpolation.

This supports the separation into bulk and surface terms for a rigid simple cubic lattice with nearest-neighbour bonds. It does not cover relaxation of surface atoms, or grains whose facets differ between the phases. In the latter case each phase needs its own area and its own average of $\gamma$.

## Conditions in a real film

**Shared boundaries.** In a polycrystalline film part of a grain's surface, often a large part, is a boundary with other grains. Let $\sigma$ be the energy per area of such a boundary. If one grain changes phase while its neighbours stay as they are, the whole change of boundary energy belongs to that event, and $\Delta\gamma=\sigma_{\text{before}}-\sigma_{\text{after}}$. If all grains change together, each boundary is shared by two grains and each grain receives half, so $\Delta\gamma=(\sigma_{SS}-\sigma_{MM})/2$. The two situations can have different critical sizes. A film also cannot be filled with spheres, so for actual grain shapes the energy balance of stage 1 is the safer starting point. Faces that touch an electrode may have a different $\Delta\gamma$ from grain boundaries. The term $A\,\Delta\gamma$ is then replaced by a sum over the faces, each with its own area and its own $\Delta\gamma$. This matters in thin films: for a cylindrical column of width $D$ in a film of thickness $t$, the two end faces have the larger area once $D>2t$.

**Polarization.** If M is polar, the derivation assumes that the charge at its surface is compensated, for example by electrodes or adsorbed charge. Without compensation there is an electrostatic energy. For a uniformly polarized sphere in vacuum with fixed polarization $P$, it can depend only on $P$, $\varepsilon_0$ and $d$. The combination with the dimension of energy is $P^2d^3/\varepsilon_0$, which is proportional to volume. Its sign is positive, because the energy density of the electric field, $\varepsilon_0E^2/2$, is nowhere negative. The effect is therefore an extra positive density $w$ in the bulk penalty, and $d^*$ becomes $6\Delta\gamma/(\Delta g+w)$, which is smaller. The field inside such a sphere is $-P/(3\varepsilon_0)$, which gives $w=P^2/(6\varepsilon_0)$. For $P=0.1$ C/m$^2$ this is 188 MJ/m$^3$, which would halve $d^*$ for the model grain. The field would then be 3.8 GV/m, however, several times what hafnia can withstand, so this number does not describe a real grain.

The dielectric response of the material lowers both the field and the energy. With relative permittivity $\varepsilon_r$, the field $E$ adds $\varepsilon_0(\varepsilon_r-1)E$ to the spontaneous polarization $P$. Solving $E=-[P+\varepsilon_0(\varepsilon_r-1)E]/(3\varepsilon_0)$ gives

$$
E=-\frac{P}{\varepsilon_0(\varepsilon_r+2)},\qquad
w=-\frac{PE}{2}=\frac{P^2}{2\varepsilon_0(\varepsilon_r+2)}.
$$

For $\varepsilon_r=1$ the earlier value returns. For a model value $\varepsilon_r=30$, $w$ is 17.6 MJ/m$^3$ and $d^*$ falls by about 9 %. The field is still 0.35 GV/m, or 3.5 MV/cm. This is close to breakdown and above the coercive field of ferroelectric hafnia, typically 1 to 2 MV/cm, so part of the polarization would switch or be compensated by charge leaking to the surface. The 9 % applies only to a polarization held fixed and uniform. These values belong to $P=0.1$ C/m$^2$ and are not a general estimate for hafnia: $w$ grows as $P^2$ and the field as $P$. For $P=0.5$ C/m$^2$ the same formulas give 441 MJ/m$^3$ and 1.8 GV/m. Such a field is beyond breakdown, so a uniformly polarized grain without compensation is then not a realistic state. Domains of opposite polarization can also lower the electrostatic energy, although domain walls cost energy themselves.

**Strain.** A uniform strain imposed by a substrate or electrode likewise contributes an energy proportional to volume. It may differ between the phases in either direction, and so may raise or lower $d^*$. If it favours M by more than $\Delta g$, there is no finite $d^*$: with $\Delta\gamma>0$ and equal densities, M then has the lower free energy at every size.

**Kinetics.** The formula compares two free energies and contains no barrier between them. A grain that formed in phase M while small may keep that phase after growing beyond $d^*$, if the transformation is slow. Conversely, a grain below $d^*$ may remain in S. An observed size limit can therefore be identified with $d^*$ only if the grains could reach the phase of lower free energy.

The numerical output below lists the main values of stages 2 to 5, together with the root searches, the minimization and the lattice count. The electrostatic values follow directly from the formulas given with them.

## Numbers as computed

```
MODEL INPUTS
bulk penalty per formula unit: 40.0 meV
volume per formula unit, S: 35.0 cubic angstrom
surface energy S: 1.50 J/m^2
surface energy M: 1.20 J/m^2
EQUAL DENSITIES
surface-energy advantage: 0.30 J/m^2
bulk penalty density: 183.1 MJ/m^3
critical diameter, formula: 9.830 nm
critical diameter, root search: 9.830 nm
formula units at critical diameter: 14212
PER FORMULA UNIT: diameter, bulk part, surface part, sum
5 nm: 40.0, -78.6, -38.6 meV
10 nm: 40.0, -39.3, 0.7 meV
20 nm: 40.0, -19.7, 20.3 meV
LARGEST TOTAL ADVANTAGE OF M
diameter, formula: 6.554 nm
diameter, minimization: 6.554 nm
G_M - G_S there, formula: -84.22 eV
G_M - G_S there, minimization: -84.22 eV
formula units there: 4211
difference per formula unit there: -20.0 meV
UNEQUAL DENSITIES (diameter measured in phase S)
volume ratio v_M/v_S: 0.96
area ratio of the grains: 0.9732
critical diameter, formula: 10.886 nm
critical diameter, root search: 10.886 nm
critical diameter, linear estimate: 10.879 nm
shift from equal densities: 10.7 %
LATTICE BOND-COUNTING MODEL
bond energies S, M: 2.00, 1.60 eV
site energies S, M: 0.00, -1.11 eV
bulk penalty per atom: 0.090 eV
mean of |nx|+|ny|+|nz|: 1.5000
surface advantage: 0.300 eV per spacing^2
number of sphere centres: 60
crossover, continuum: 20.00 lattice spacings
crossover, counted: 19.99 lattice spacings
```
